# Quadratic Onset of Phonon-Assisted Absorption at an Indirect Gap

## Why the onset law matters

An optical gap can be estimated by plotting a power of the absorption against photon energy and extending a straight line to zero. Without a derivation, neither the power nor the meaning of the intercept is known. In the hafnia-like model worked out below, the indirect gap is 5.70 eV, yet a straight-line fit returns 5.73 eV when every assumption of the quadratic law holds. It can return 5.78 eV or 5.63 eV when one or the other of two assumptions is relaxed.

## Model and result

The valence band is full and the conduction band empty. Each has one extremum, at different wavevectors, and is parabolic there. Electrons and holes do not interact. A single phonon branch of fixed energy $E_p=\hbar\Omega$ supplies the missing crystal momentum. The transition amplitude does not depend on the wavevectors or on photon energy.

Let $E=\hbar\omega$ be the photon energy, $E_g$ the indirect gap, $n=1/(e^{E_p/k_BT}-1)$ the phonon occupation, and $x_+=\max(x,0)$. The result is

$$
\alpha(E)=\frac{K}{E}\left[n(E-E_g+E_p)_+^2+(n+1)(E-E_g-E_p)_+^2\right],
$$

with $K$ constant at fixed temperature. The first term absorbs a phonon and the second emits one. The pure quadratic is the contribution of each branch to $E\alpha$. The factor $1/E$ varies slowly near threshold, but the sum of two quadratics with different origins is not one quadratic about $E_g$.

## The two-step amplitude

Take the vector potential $A_0\cos\omega t$ along a unit vector $\boldsymbol\epsilon$. The coupling $(e/m_0)\mathbf A\cdot\mathbf p$ has an absorbing part with matrix element

$$
M_{\rm opt}=\frac{eA_0}{2m_0}\,p,
$$

where $p$ is the interband matrix element of $\boldsymbol\epsilon\cdot\mathbf p$. The factor 1/2 comes from splitting the cosine into two exponentials.

A photon carries negligible wavevector, so it lifts the electron vertically to an intermediate state. For an electron starting at the valence maximum, this state lies above the initial energy, photon included, by

$$
\Delta=E_{\rm vert}-E,
$$

where $E_{\rm vert}$ is the vertical gap at the valence maximum. A phonon then moves the electron to the conduction minimum. We keep this one route.

Let $c_i,c_m,c_f$ be the initial, intermediate and final amplitudes, with the initial energy as zero. When $\Delta$ is much larger than the couplings, $c_m$ follows the other two adiabatically:

$$
0\simeq\Delta c_m+M_{\rm opt}c_i+M_{\rm ph}^*c_f .
$$

Solving for $c_m$ and inserting it in the equation for $c_f$, where it appears as $M_{\rm ph}c_m$, gives the coupling from $i$ to $f$:

$$
M=-\frac{M_{\rm ph}M_{\rm opt}}{\Delta}.
$$

The sign disappears on squaring.

For a phonon coupling $D$ times the optical displacement, the squared zero-point amplitude of one mode is $\hbar/(2\rho V\Omega)$, with $\rho$ the mass density and $V$ the crystal volume. Hence

$$
|M_{\rm ph}|^2=\frac{\hbar D^2}{2\rho V\Omega}\,f,
\qquad f_{\rm abs}=n,\quad f_{\rm em}=n+1 .
$$

The factors $n$ and $n+1$ are thermal averages of the squared lowering and raising matrix elements.

## Why the two densities convolve

Choose any valence wavevector $\mathbf k_v$ and any conduction wavevector $\mathbf k_c$. Up to a reciprocal lattice vector, a phonon of wavevector $\mathbf k_c-\mathbf k_v$ is absorbed, or one of the opposite wavevector is emitted. The pair therefore fixes the phonon. Momentum conservation does not tie $\mathbf k_c$ to $\mathbf k_v$, and both are summed freely.

Measure the hole energy $x$ downward from the valence maximum and the electron energy $y$ upward from the conduction minimum. Energy conservation reads

$$
E_g+x+y\pm E_p=E,
$$

with the upper sign for emission. Thus $x+y=W$, where

$$
W_{\rm em}=E-E_g-E_p,\qquad W_{\rm abs}=E-E_g+E_p .
$$

Since $x,y\ge0$, a branch is closed for $W<0$.

## Density of states of one band

For an ellipsoidal band, $\varepsilon=\sum_i\hbar^2k_i^2/2m_i$. Put $s_i=\hbar k_i/\sqrt{2m_i}$, so that $\varepsilon=\sum_i s_i^2$. States below $\varepsilon$ fill a sphere of radius $\sqrt\varepsilon$ in $s$-space. With $m=(m_1m_2m_3)^{1/3}$, the corresponding $k$-space volume is $(4\pi/3)(2m\varepsilon/\hbar^2)^{3/2}$. Dividing by $(2\pi)^3$ gives the number per volume and spin,

$$
N(\varepsilon)=\frac1{6\pi^2}\left(\frac{2m\varepsilon}{\hbar^2}\right)^{3/2},
$$

and differentiation gives

$$
g(\varepsilon)=\frac1{4\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt\varepsilon .
$$

With a constant amplitude, mass anisotropy enters through $m$ alone.

## The convolution

The transition conserves spin, so the two spin directions give a factor 2, not 4. The density of available pairs is

$$
J(W)=2\int_0^W g_v(x)\,g_c(W-x)\,dx .
$$

Substitute $x=Wt$. The two square roots supply one factor $W$, and $dx=W\,dt$ supplies another:

$$
\int_0^W\sqrt{x(W-x)}\,dx=W^2\int_0^1\sqrt{t(1-t)}\,dt .
$$

Now put $t=\sin^2\theta$, so $dt=2\sin\theta\cos\theta\,d\theta$:

$$
\int_0^1\sqrt{t(1-t)}\,dt
=\int_0^{\pi/2}2\sin^2\theta\cos^2\theta\,d\theta
=\frac12\int_0^{\pi/2}\sin^22\theta\,d\theta=\frac\pi8 .
$$

The prefactors combine as $2(1/4\pi^2)^2(\pi/8)=1/(64\pi^3)$, so for $W>0$

$$
J(W)=\frac1{64\pi^3}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}
\left(\frac{2m_h}{\hbar^2}\right)^{3/2}W^2 .
$$

There is a geometric reading. A pair has six scaled wavevector components, and pairs with total energy below $W$ fill a six-dimensional ball of radius $\sqrt W$. Its volume is $\pi^3W^3/6$, whose derivative is proportional to $W^2$. In $d$ dimensions the same argument gives $W^{d-1}$.

A vertical transition has one free wavevector instead of two. In three dimensions its pair count grows as $W^{3/2}$ and its spectrum as $\sqrt W$. Counting states in a 70 nm periodic box between $W=0.05$ and 0.15 eV gives spectral exponents of 2.000 for independent wavevectors and 0.499 for vertical pairs.

The constant amplitude matters too. If $|M|^2$ vanishes at the valence maximum in proportion to $x$, the integrand gains a factor $x$. The original weight is symmetric about $x=W/2$, so the integral becomes $(W/2)(\pi W^2/8)=\pi W^3/16$, and the onset is cubic.

## From pairs to the absorption coefficient

The sum over pairs gives $V^2J$, while $|M_{\rm ph}|^2$ contains $1/V$. The golden-rule rate per volume is therefore independent of $V$:

$$
\frac RV=\frac{2\pi}{\hbar}\,
\frac{e^2A_0^2|p|^2}{4m_0^2}\,C\sum_b f_bJ(W_b),
\qquad C=\frac{\hbar D^2}{2\rho\Omega\Delta^2},
$$

where $b$ labels the branches. The field amplitude is $\omega A_0$, so in a medium of refractive index $n_r$ the intensity is $I=\tfrac12n_r\epsilon_0c\,\omega^2A_0^2$. Absorbed power per volume divided by intensity is

$$
\alpha=\frac{\hbar\omega R}{VI}
=\frac{\pi e^2|p|^2}{m_0^2n_r\epsilon_0c\,\omega}\,
C\sum_b f_bJ(W_b).
$$

Both $\hbar$ and $A_0^2$ cancel outside $C$ and $J$. Inserting $J\propto W^2$ and $\omega=E/\hbar$ gives the stated result, with $n_r$, $p$, $D$ and $\Delta$ held constant.

## What a straight-line plot measures

Let $u=E-E_g$. Above both thresholds the bracket is

$$
n(u+E_p)^2+(n+1)(u-E_p)^2
=(2n+1)(u^2+E_p^2)-2E_pu .
$$

Define $s=E_p/(2n+1)$ and complete the square:

$$
(2n+1)\left[(u-s)^2+E_p^2-s^2\right].
$$

For $u\gg E_p$ the square root becomes a line that meets zero at $u=s$. The distant intercept is therefore $E_g+E_p/(2n+1)$. At low temperature $n\to0$, the absorption branch disappears and the intercept is $E_g+E_p$. For $n\gg1$ it approaches $E_g$ from above. Between the two thresholds, phonon absorption acts alone and the intercept is $E_g-E_p$.

Closer in, a tangent drawn at $u_0$ meets zero at

$$
u_0-\frac{(u_0-s)^2+E_p^2-s^2}{u_0-s}
=s-\frac{E_p^2-s^2}{u_0-s},
$$

which lies below the distant intercept.

## Worked example in the hafnia regime

Take $E_g=5.70$ eV, $E_{\rm vert}=6.00$ eV, $E_p=0.050$ eV and $T=300$ K, so $n=0.169$. The electron masses along the axes are 0.5, 1 and 2 $m_0$, and the hole masses 1, 2 and 4 $m_0$. The density-of-states masses are thus $1\,m_0$ and $2\,m_0$. Set $n_r=2.1$, $\rho=10$ g/cm³, $2|p|^2/m_0=10$ eV and $D=5\times10^8$ eV/cm. The detuning is held at its value at the emission threshold, $6.00-5.75=0.25$ eV.

At $E=5.80$ eV the excess energies are $W_{\rm em}=0.05$ eV and $W_{\rm abs}=0.15$ eV. The pair densities are 0.0644 and 0.580 eV⁻¹ nm⁻⁶, in the ratio $3^2$. Their weighted sum is

$$
1.169(0.0644)+0.169(0.580)=0.173\ {\rm eV^{-1}\,nm^{-6}} .
$$

The optical prefactor is $9.01\times10^{-3}$ eV nm², and $C=2.78\times10^{-3}$ nm³. Their product with the sum is $4.34\times10^{-6}$ nm⁻¹, or

$$
\alpha(5.80\ {\rm eV})=43.4\ {\rm cm^{-1}} .
$$

Golden-rule sums over individual states in boxes of side 50 and 70 nm, using the anisotropic masses and the same amplitude, both give 43.4 cm⁻¹. This tests the counting, the prefactor and the cancellation of volume, not the assumed couplings.

Emission supplies 43.5% of this absorption. Its larger phonon factor does not make up for its smaller excess energy. At 5.70 eV, where emission is closed, $\alpha$ is 2.8 cm⁻¹. A 10 nm film absorbs a fraction $4.3\times10^{-5}$ at 5.80 eV in one pass, without reflection or interference.

The distant intercept is $5.70+0.050/1.338=5.737$ eV. A fit of $\sqrt{\alpha E}$ from 5.80 to 5.90 eV gives 5.727 eV. The tangent formula at the window centre, $u_0=0.15$ eV, predicts a lowering of 0.010 eV, which accounts for the difference.

## Where the constant amplitude fails

The denominator actually changes with photon energy. Suppose first that the vertical gap is the same at every valence wavevector involved. Relative to the fixed-detuning result, $\alpha$ then acquires the factor $[0.25\ {\rm eV}/(6.00\ {\rm eV}-E)]^2$. At 5.80 eV this is $(0.25/0.20)^2=1.56$. It reaches 1.10 just 11.6 meV above the emission threshold. Because the factor grows with energy, it steepens the plot and moves the fitted gap up, from 5.727 to 5.781 eV in the same window, where the plot is also visibly curved. If the conduction band is instead flat around the valence maximum, a hole of energy $x$ adds $x$ to the detuning. The factor at 5.80 eV is then only 1.04, and the fitted gap is 5.763 eV. The plot is still curved, with a slope that about doubles across the window, so this value too depends on the window chosen. The model also needs $E<E_{\rm vert}$: as the detuning closes, the intermediate state becomes real and the two-step expansion fails.

## Where independent particles fail

Coulomb attraction is a larger correction here. A constant amplitude creates the pair with equal weight at all relative wavevectors, so it selects the relative wavefunction $\phi$ at zero separation. The centre of mass still moves freely and contributes a square-root density.

The hydrogenic formulas below require isotropic masses. For this estimate, and for the applied-field estimate later, the anisotropic masses are therefore replaced by isotropic ones of $1\,m_0$ and $2\,m_0$. Let $\mu=0.667\,m_0$ be their reduced mass, $\varepsilon_r$ the relative permittivity, and $a$ the effective Bohr radius. The effective Rydberg is

$$
E_R=\frac{\hbar^2}{2\mu a^2}=13.6\ {\rm eV}\,\frac{\mu/m_0}{\varepsilon_r^2}.
$$

Set $w=W/E_R$. The free relative density is $\sqrt z/(4\pi^2a^3)$ per unit $z=\varepsilon/E_R$. A hydrogenic bound $s$ state has $|\phi_j(0)|^2=1/(\pi a^3j^3)$, so its weight in the same units is $4\pi/j^3$. In the continuum, the Sommerfeld contact factor $(2\pi/\sqrt z)/(1-e^{-2\pi/\sqrt z})$ multiplies $\sqrt z$. Total and reduced mass multiply to $m_em_h$, so the free prefactor is recovered, and the enhancement over the quadratic law is

$$
F(w)=\frac8{\pi w^2}\left[\sum_{j=1}^\infty\frac{4\pi}{j^3}
\sqrt{w+\frac1{j^2}}+\int_0^w
\frac{2\pi\sqrt{w-z}}{1-e^{-2\pi/\sqrt z}}\,dz\right].
$$

At large $z$ the continuum weight is $\sqrt z+\pi+\cdots$. The first term restores the quadratic law. The second integrates to $2\pi w^{3/2}/3$, hence $F\simeq1+16/(3\sqrt w)$. The approach to the free result is slow.

With static screening, $\varepsilon_r=20$ and $E_R=22.7$ meV. The enhancement is 21 at $W=0.05$ eV and 6.7 at 0.15 eV. The mean exponent of one branch between these energies is

$$
2+\frac{\ln(6.66/21.04)}{\ln3}=0.95,
$$

nearly linear rather than quadratic. Bound pairs are the reason that absorption is already present at $W=0$: their thresholds lie lower, at $W=-E_R/j^2$. With the detuning fixed, the fitted gap falls from 5.727 to 5.632 eV, although the plot stays nearly straight in the fit window. The shift depends strongly on the assumed screening: $\varepsilon_r=15$ would give 5.58 eV. With optical screening, $\varepsilon_r=4$, $E_R$ is 567 meV and the enhancement at $W=0.05$ eV is about 5000. The effective Bohr radius is then only 0.32 nm, less than the lattice constant of about 0.5 nm, so the hydrogenic formula is outside its range and the last number is not a prediction. This model cannot give an absolute near-edge absorption.

## Comparison with real hafnia capacitors

A gap a little below 6 eV and a static permittivity near 20 are rough values for hafnia, and both vary with phase and film. The masses, the optical strength, $D$ and the 0.30 eV separation of vertical and indirect gaps are assumptions; a smaller separation would shorten the useful range further. Real hafnia has several phonon branches and band extrema, and its carriers are dressed by the lattice; these are not treated.

Three further effects can be sized.

- **Nonparabolicity.** If $\varepsilon(1+a_b\varepsilon)=\hbar^2k^2/2m$, then $g\propto\sqrt\varepsilon(1+5a_b\varepsilon/2+\cdots)$. Each carrier has mean energy $W/2$, so to first order $J$ gains the factor $1+5a_bW/2$. For an assumed $a_b=0.3$ eV⁻¹ in both bands and $W=0.15$ eV this is 1.11; the full integral gives 1.12.
- **Disorder.** A Gaussian threshold spread $\sigma$ changes $W^2$ to about $W^2+\sigma^2$ when $W$ exceeds $\sigma$ comfortably. With $\sigma=0.03$ eV and $W=0.05$ eV, the full average raises the branch by a factor 1.35.
- **Applied field.** Equating $\hbar^2/(2\mu\ell^2)$ to $eF\ell$ gives the energy $(e^2F^2\hbar^2/2\mu)^{1/3}$. At 1 MV/cm it is 83 meV, larger than the 50 meV excess of the emission branch at 5.80 eV. For independent particles this field raises the emission branch there by about 40% and lowers the absorption branch by about 2%, so $\alpha$ rises by about 16%. With the original anisotropic masses, the rise in $\alpha$ ranges from about 8% to 30% for fields along the three axes. The zero-field onset therefore needs a direction-dependent correction in a capacitor under such bias. These percentages neglect the electron–hole attraction. At this field the potential drop across the statically screened Bohr radius of 1.6 nm is about 160 meV, far above $E_R=22.7$ meV, so the field and Coulomb corrections cannot simply be combined, and the figures indicate scale only.

For these parameters, then, a straight segment in a plot of $\sqrt{\alpha E}$ does not by itself establish the indirect gap. The phonon energy, the detuning and the electron–hole interaction must be included before the intercept is read as $E_g$. The input values are listed in the numerical output below.

## Table of computed values

```
Indirect gap: 5.70 eV
Vertical gap at valence maximum: 6.00 eV
Phonon energy: 0.050 eV
Temperature: 300 K
Electron axis masses (m0): 0.5 1.0 2.0
Hole axis masses (m0): 1.0 2.0 4.0
Electron density-of-states mass: 1.000 m0
Hole density-of-states mass: 2.000 m0
Reduced mass: 0.667 m0
Refractive index: 2.1
Mass density: 10 g/cm3
Optical strength 2p^2/m0: 10 eV
Deformation potential: 5.0e+08 eV/cm
Fixed detuning: 0.250 eV
Bose occupation n: 0.1690
Absorption-branch threshold: 5.65 eV
Emission-branch threshold: 5.75 eV
Pair density at W=0.05 eV: 0.06443 eV^-1 nm^-6
Pair density at W=0.15 eV: 0.5799 eV^-1 nm^-6
Counted indirect spectral exponent: 2.000
Counted direct spectral exponent: 0.499
alpha at 5.70 eV: 2.77 cm^-1
alpha at 5.76 eV: 14 cm^-1
alpha at 5.80 eV: 43.4 cm^-1
Box-sum alpha at 5.80 eV, L=50 nm: 43.4 cm^-1
Box-sum alpha at 5.80 eV, L=70 nm: 43.4 cm^-1
Emission-branch share at 5.80 eV: 43.5 %
Film thickness: 10 nm
Single-pass absorbed fraction at 5.80 eV: 4.34e-05
Far-limit intercept: 5.737 eV
Fit window start: 5.80 eV
Fit window end: 5.90 eV
Fitted gap, ideal model: 5.727 eV
Fitted gap, varying detuning: 5.781 eV
Fitted gap, static-screened Coulomb: 5.632 eV
Detuning factor on alpha at 5.80 eV: 1.562
Excess energy for 10% detuning error: 11.6 meV
Static relative permittivity: 20
Optical relative permittivity: 4
Effective Rydberg, static screening: 22.7 meV
Effective Rydberg, optical screening: 567 meV
Coulomb factor, static, W=0.05 eV: 21.04
Coulomb factor, static, W=0.15 eV: 6.66
Coulomb factor, optical, W=0.05 eV: 4.75e+03
Mean exponent with static Coulomb, W=0.05-0.15 eV: 0.95
Nonparabolicity parameter: 0.3 eV^-1
Nonparabolic factor at W=0.15 eV: 1.116
Threshold spread: 0.030 eV
Disorder factor at W=0.05 eV: 1.355
Capacitor field: 1.0 MV/cm
Electro-optic energy: 83.0 meV
```
